\section*{Phonon drag and resistivity from momentum return and loss rates, part 2}

We seek the resistivity $\rho$ of a metal whose phonons are dragged along by the current. Free, degenerate electrons (charge $-e$, mass $m$, density $n$, energy $\varepsilon_{\mathbf k}=\hbar^2k^2/2m$, Fermi function $f_0$, Fermi energy, wavevector and velocity $E_F$, $k_F$, $v_F$) drift at $v$ under a force $F$, so $\rho=F/(ne^2v)$. Longitudinal phonons have $\omega=sq$ up to $q_D$, occupation $N_q=N_0+\delta N_q$ with equilibrium value $N_0$, and $\chi_q=-\partial N_0/\partial\omega$. The volume is $\mathcal V$ and the mass density $\rho_m$. In Gaussian units the coupling is
\[
|M_q|^2=D_q^2\,\frac{\hbar q^2}{2\rho_m\mathcal V\omega},\quad
D_q=\frac{2E_F/3}{1+q^2/k_{TF}^2},\quad
k_{TF}^2=\frac{6\pi ne^2}{E_F}.
\]

In a normal collision $\mathbf k'=\mathbf k+\mathbf q$. The components of $\mathbf k$ along and across $\mathbf q$ are $k_\parallel=ms/\hbar-q/2$ and $\mathbf k_\perp$. For $v\ll s$, rigidly drifting electrons pull each mode towards $N_0(\omega-\mathbf q\cdot\mathbf v)$ at the rate
\begin{equation}
b_q=\frac{D_q^2m^2q}{2\pi\rho_m\hbar^3}.
\label{eq:bq}
\end{equation}
Other momentum-losing processes relax it to $N_0$ at rate $c_q$. The steady state gives
\begin{equation}
\rho=\frac1{n^2e^2\mathcal V}\sum_{\mathbf q}
\frac{\hbar q^2\chi_q}{3}\,\frac{b_qc_q}{b_q+c_q}.
\label{eq:modesum}
\end{equation}
With phonons held in equilibrium, $b_q$ replaces the last fraction and the sum is $\rho_{\rm eq}$. If $c_q/b_q$ is uniform, $\rho=\rho_{\rm eq}c/(b+c)$. If fast normal phonon--phonon collisions impose one drift $u$ on all modes, the same holds with $b,c$ replaced by the means $\bar b,\bar c$, where $M$ is the phonon inertia:
\begin{equation}
M=\frac1{\mathcal V}\sum_{\mathbf q}\frac{\hbar q^2\chi_q}{3},\qquad
\bar b=\frac{\sum_{\mathbf q}q^2\chi_qb_q}{\sum_{\mathbf q}q^2\chi_q},\qquad
\bar c=\frac{\sum_{\mathbf q}q^2\chi_qc_q}{\sum_{\mathbf q}q^2\chi_q}.
\label{eq:means}
\end{equation}

With $\theta=u/v$, the minimum of $b(1-\theta)^2+c\theta^2$, at $\theta=b/(b+c)$, is
\begin{equation}
\frac{bc^2+cb^2}{(b+c)^2}=\frac{bc}{b+c}.
\label{eq:min}
\end{equation}
The mode sum lets each mode choose its own $\theta$. A common drift restricts this minimum, so it cannot give a lower resistivity.

Two assumptions remain to be relaxed: the rigid electron drift and the absence of umklapp.

\subsection{Electrons whose drift depends on energy}

Replace $v$ by a function $\varphi(\varepsilon)$, and let mode $q$ have its own drift $u_q$. With the field along $x$, set
\begin{equation}
\Phi_{\mathbf k}=\hbar k_x\varphi(\varepsilon),\quad
\Psi_{\mathbf q}=\hbar q_xu_q,\quad
\delta f=-\frac{\partial f_0}{\partial\varepsilon}\Phi_{\mathbf k},\quad
\delta N=\frac{\chi_q}{\hbar}\Psi_{\mathbf q}.
\end{equation}
For the process $\mathbf k+\mathbf q\to\mathbf k'$ the ratio of forward to reverse rate is $\exp[(\Phi_{\mathbf k}+\Psi_{\mathbf q}-\Phi_{\mathbf k'})/k_BT]$, because the unperturbed energies cancel on the energy shell. To first order the net rate is $W(\Phi_{\mathbf k}+\Psi_{\mathbf q}-\Phi_{\mathbf k'})/k_BT$, with the equilibrium rate
\begin{equation}
W=\frac{2\pi}{\hbar}|M_q|^2f_0(\varepsilon)[1-f_0(\varepsilon')]N_0\,
\delta(\varepsilon'-\varepsilon-\hbar\omega).
\end{equation}
Multiplying each net rate by its driving difference gives the dissipated power per volume,
\begin{equation}
\mathcal D=\frac{2}{\mathcal Vk_BT}\sum_{\mathbf q,\mathbf k}
W(\Phi_{\mathbf k}+\Psi_{\mathbf q}-\Phi_{\mathbf k'})^2
+\frac1{\mathcal V}\sum_{\mathbf q}\frac{c_q\chi_q}{\hbar}\Psi_{\mathbf q}^2 .
\label{eq:diss}
\end{equation}
The electron number current is
\begin{equation}
j=\frac2{\mathcal V}\sum_{\mathbf k}\frac{\hbar k_x}{m}
\left(-\frac{\partial f_0}{\partial\varepsilon}\right)\hbar k_x\varphi
=\int d\varepsilon\left(-\frac{\partial f_0}{\partial\varepsilon}\right)
\frac{k^3}{3\pi^2}\,\varphi(\varepsilon),
\end{equation}
where $k_x^2\to k^2/3$ and the density of states $mk/\pi^2\hbar^2$ were used.

The steady linear Boltzmann equations are the conditions that $\mathcal D-2Fj$ be stationary. Variation of $\Phi_{\mathbf k}$ sets the net collision loss from $\mathbf k$ equal to the gain from the field, and variation of $\Psi_{\mathbf q}$ sets the net phonon rate to zero. Let $X_*$ be the solution and $X$ any trial pair $(\varphi,u)$. The bilinear form of $\mathcal D$ satisfies $\mathcal D(X,X_*)=Fj(X)$, and the Cauchy--Schwarz inequality gives
\begin{equation}
F^2j(X)^2\le\mathcal D(X)\,\mathcal D(X_*)=\mathcal D(X)\,Fj(X_*).
\end{equation}
Since $\rho=F/[e^2j(X_*)]$,
\begin{equation}
\rho\le\frac{\mathcal D(X)}{e^2j(X)^2}.
\label{eq:bound}
\end{equation}
For $\varphi=v$ and $u_q=\theta_qv$ the right side is the mode sum with $b_q(1-\theta_q)^2+c_q\theta_q^2$. By Eq.~\eqref{eq:min} its minimum is Eq.~\eqref{eq:modesum}, which is therefore an upper bound on the resistivity of this model.

The bound on $\rho$ does not bound the drag factor from above, because $\rho_{\rm eq}$ is lowered too. For uniform $c_q/b_q$ the factor is in fact bounded from below. Let $t=c/(b+c)$. After averaging over directions, let $\alpha$ be the component along $\mathbf q$ of the electron part of the driving difference, with collision weights $w$. Minimising $\sum w(\alpha+uq)^2+(c/b)\left(\sum w\right)u^2q^2$ over $u$ gives
\begin{equation}
\left[\sum w\alpha^2-\frac{(\sum w\alpha)^2}{\sum w}\right]
+t\,\frac{(\sum w\alpha)^2}{\sum w}.
\end{equation}
The component across $\mathbf q$ adds a term without $u$ or $t$. For each $\varphi$ at fixed current, $\mathcal D$ is thus linear in $t$. The minimum over $\varphi$ of linear functions is concave, so $\rho(t)$ is concave. A rigid joint drift gives $\rho(0)=0$, and hence
\begin{equation}
\frac{\rho(t)}{\rho(1)}\ge t=\frac{c}{b+c}.
\label{eq:lower}
\end{equation}

Equality is approached in two limits. If $\hbar\omega\ll k_BT$, the collision loss of a rigid drift has the same energy dependence, $-\partial f_0/\partial\varepsilon$, as the gain from the field, apart from slow functions of $k$ near $k_F$. A rigid drift then solves the equations with equilibrium phonons. It also solves them with drag, since a phonon drift $\theta v$ multiplies the whole collision term by $1-\theta$.

At low temperature the reason is different. Averaging the square in Eq.~\eqref{eq:diss} over directions gives
\begin{equation}
\frac{\hbar^2}{3}\left\{
\left[\varphi k_\parallel-\varphi'k'_\parallel+u_qq\right]^2
+k_\perp^2(\varphi-\varphi')^2\right\},\qquad k'_\parallel=k_\parallel+q .
\label{eq:angular}
\end{equation}
A variation of $\varphi$ with energy costs a term of order $k_F^2$, while the terms that favour it are of order $q^2$. To leading order the relative gain is $(q/k_F)^2$, with a further part of order $(s/v_F)^2$ from the term $ms/\hbar$ in $k_\parallel$. Small-angle inelastic collisions thus hold the drift rigid.

\subsection{Residual scattering and umklapp}

Elastic impurities with a constant relaxation time $\tau_0$ take momentum $nmv/\tau_0$ from a rigid drift, per unit volume and time. The force balance gains this term and nothing else changes:
\begin{equation}
\rho=\frac{m}{ne^2\tau_0}+\rho_{\rm eq}\frac{c}{b+c}.
\end{equation}
The drag factor multiplies the phonon part alone.

In an umklapp collision $\mathbf k'=\mathbf k+\mathbf Q$, with $\mathbf Q=\mathbf q+\mathbf G$ and $\mathbf G$ a reciprocal-lattice vector. The detailed-balance argument holds with $\mathbf Q\cdot\mathbf v$ in place of $\mathbf q\cdot\mathbf v$, so this channel pulls the mode towards $N_0(\omega-\mathbf Q\cdot\mathbf v)$. For point ions and polarisation $\hat{\mathbf e}$, the factor $q^2$ in the matrix element becomes $(\mathbf Q\cdot\hat{\mathbf e})^2$, and the rate is
\begin{equation}
b_{\mathbf Q}=\frac{D_Q^2m^2(\mathbf Q\cdot\hat{\mathbf e})^2}
{2\pi\rho_m\hbar^3Q},\qquad Q<2k_F .
\end{equation}
The phonon balance and its solution are
\begin{equation}
0=\sum_{\mathbf Q}b_{\mathbf Q}(\chi_q\mathbf Q\cdot\mathbf v-\delta N)-c\,\delta N,
\qquad
\delta N=\chi_q\frac{\sum_{\mathbf Q}b_{\mathbf Q}\mathbf Q\cdot\mathbf v}
{\sum_{\mathbf Q}b_{\mathbf Q}+c}.
\end{equation}
The electrons lose $\hbar\mathbf Q$ in each channel. After the cubic average, the mode sum keeps its form with the replacement
\begin{equation}
\frac{b_qc_q}{b_q+c_q}\,q^2\;\longrightarrow\;
\sum_{\mathbf Q}b_{\mathbf Q}Q^2-
\frac{\left|\sum_{\mathbf Q}b_{\mathbf Q}\mathbf Q\right|^2}
{\sum_{\mathbf Q}b_{\mathbf Q}+c}.
\label{eq:umklapp}
\end{equation}
With $\mathbf Q=\mathbf q$ alone the two sides agree. At $c=0$ the right side is the total rate times the variance of $\mathbf Q$, which is positive when a mode has two different open channels. Drag can then no longer remove the whole resistance. A mode with no open channel contributes zero; code must set its second term to zero to avoid $0/0$ at $c=0$.

\subsection{Worked example at 77 K}

Take a line of width $d=100$ nm at $77$ K with rough copper-like parameters: $n=85\ {\rm nm^{-3}}$, mass density $8.96\ {\rm g/cm^3}$ and longitudinal sound speed $4.7$ km/s. These give $E_F=7.05$ eV, $k_F=13.6\ {\rm nm^{-1}}$, $q_D=17.1\ {\rm nm^{-1}}$ and $k_{TF}=18.1\ {\rm nm^{-1}}$. Sound crosses the width at the rate $s/d=0.047\ {\rm ps^{-1}}$. A round loss rate $c=0.050\ {\rm ps^{-1}}$ is assumed for all modes. Smoother walls, which conserve more of the phonon momentum along the line, would lower it, and umklapp collisions between phonons would raise it. The drag factors below depend on this choice.

Equation~\eqref{eq:bq} gives $b_q=0.014$, $0.031$, $0.042$ and $0.038\ {\rm ps^{-1}}$ at $q=2$, $5$, $10$ and $15\ {\rm nm^{-1}}$. The maximum of $qD_q^2$ lies at $q=k_{TF}/\sqrt3$, so $b_q$ varies little over the upper part of the spectrum. Trapezoidal sums over $4000$ wavevectors give $\bar b=0.0369\ {\rm ps^{-1}}$ and $\rho_{\rm eq}=0.00376\ \mu\Omega\,$cm. For a common phonon drift,
\begin{equation}
\frac{c}{\bar b+c}=\frac{0.0500}{0.0369+0.0500}\simeq0.58,
\qquad
\rho\simeq0.58\times0.00376\simeq0.0022\ \mu\Omega\,{\rm cm}.
\end{equation}
The mode-by-mode factor is $0.571$ against $0.576$ for the common drift, so the spread of $b_q$ matters little here.

At $1\ {\rm MA/cm^2}$ the electron drift $J/(ne)$ is $0.73$ m/s in magnitude, and the common phonon drift is $0.73\times0.0369/0.0869\simeq0.31$ m/s. The ratio $v/s=1.6\times10^{-4}$ justifies the linear theory, and $k_BT/E_F=9\times10^{-4}$ justifies degeneracy.

The error of the rigid drift follows from solving the stationarity conditions numerically. Electron energies lie on a uniform grid within at least $30k_BT$ of $E_F$, and phonon energies are multiples of its spacing. Equation~\eqref{eq:angular} then turns $\mathcal D$ into a matrix in the unknowns $\varphi(\varepsilon_i)$ and $u_q$, and one linear solution gives $\rho$. With $80$ phonon energies at $77$ K and uniform $c/b$, the results are:
\begin{center}
\begin{tabular}{ccc}
$c/b$ & $c/(b+c)$ & Boltzmann factor\\
$0.25$ & $0.200$ & $0.213$\\
$1$ & $0.500$ & $0.519$\\
$4$ & $0.800$ & $0.812$
\end{tabular}
\end{center}
All three lie above $c/(b+c)$, as Eq.~\eqref{eq:lower} requires. For the same three ratios the largest relative departure from $c/(b+c)$ is $0.15\%$ at $600$ K, with $20$ phonon energies, and $0.06\%$ at $5$ K, with $200$ energies up to $25k_BT$. At $5$ K thermal phonons have $q\ll k_F$, as the low-temperature limit requires. At $600$ K the largest phonon energy is still about $k_BT$, so the limit $\hbar\omega\ll k_BT$ is not fully reached, but the factor is already close to its rigid-drift value.

For the line itself, with constant $c$, the solution gives $\rho_{\rm eq}=0.00347$ and $\rho=0.00205\ \mu\Omega\,$cm. They lie about $8\%$ and $4\%$ below the rigid-drift mode sums, and their ratio is $0.59$.

\subsection{What this means for a real line}

The normal-process resistivity above is far below the phonon resistivity of copper at this temperature, which is roughly $0.2\ \mu\Omega\,$cm. The rough estimate that follows attributes most of the difference to umklapp. Equation~\eqref{eq:umklapp} was summed over a $20^3$ mesh in the reciprocal cell of an fcc crystal of the same density, with the free-electron sphere, linear dispersion, a rough transverse sound speed of $2.3$ km/s and the same $c$ for all modes. It gives $0.31\ \mu\Omega\,$cm with equilibrium phonons, of which normal collisions supply $1.2\%$ and transverse modes about $93\%$. The closeness to $0.2\ \mu\Omega\,$cm does not validate the model: a sine-shaped dispersion with the same sound speeds doubles the value to about $0.6\ \mu\Omega\,$cm, although it leaves the normal share below $2\%$ and the drag factor almost unchanged. The sum also keeps the rigid drift; letting the drift vary over the Fermi sphere lowers it by about $8\%$ and raises the drag factor by about $0.01$. The drag factor is $0.88$ instead of $0.58$. Turning the two degenerate transverse polarisations by $45^\circ$ changes it to $0.883$. An exact result would not depend on this choice of axes; the change arises because relaxation that mixes these polarisations is left out. Including that relaxation gives the phonons more ways to follow the electrons, so it can only lower the factor, here by a few hundredths. At $c=0$ the factor is $0.55$ without it; it would be lower with it, but still not zero. The choice of $c$ matters more than the mixing. The value used is the longitudinal crossing rate, while the dominant transverse modes cross the line at $0.023\ {\rm ps^{-1}}$. With $c=s/d$ taken branch by branch the factor is $0.81$ instead of $0.88$.

In this estimate the shortest reciprocal-lattice vector, $30.1\ {\rm nm^{-1}}$, exceeds $2k_F=27.2\ {\rm nm^{-1}}$. Phonons with $q$ below the difference, $2.9\ {\rm nm^{-1}}$, have no umklapp channel. The Fermi surface of real copper touches the zone faces, so this gap should not be used to predict its low-temperature behaviour.

Electron scattering at the surfaces is also large. Consider a film of thickness $d$ with diffuse surfaces and a rigid drift. With unit vector $\hat{\mathbf n}$ on the Fermi sphere and $z$ across the film, the momentum reaching both walls per volume and time is
\begin{equation}
\frac{nmv\,v_F}{d}\,3\langle\hat n_x^2|\hat n_z|\rangle
=\frac{nmv\,v_F}{d}\,3\int_0^1\frac{1-z^2}{2}\,z\,dz
=\frac38\,\frac{nmv\,v_F}{d}.
\end{equation}
The resulting resistivity, $3mv_F/(8ne^2d)$, is $0.25\ \mu\Omega\,$cm at $100$ nm. It is a rough size. Walls also distort the drift across the film, the formula is the thick-film limit while the mean free path here is about $200$ nm, and a line of square section has four walls, which roughly doubles the term. If it is simply added, drag lowers the total from about $0.56$ by $0.12\times0.31\simeq0.04\ \mu\Omega\,$cm, or about $7\%$. The omitted polarisation mixing would raise this share slightly, and the slower loss rate of transverse modes would raise it to about $11\%$; side walls, grain boundaries and impurities would reduce it.

For an implementation, $c/(b+c)$ is suitable when three conditions hold: normal collisions dominate the electron--phonon resistivity, $c$ counts momentum-losing phonon processes alone, and either $c_q/b_q$ is nearly uniform or the phonons share one drift. When umklapp dominates, as in this estimate, Eq.~\eqref{eq:umklapp} should replace it if normal phonon--phonon collisions are slow. Such collisions push the modes towards a common drift. This restricts the minimum, as in the argument after Eq.~\eqref{eq:means}, and can only raise the factor. Applying the factor $0.58$ to the whole phonon resistivity of this line would give a reduction of $42\%$, where this estimate gives about $12\%$ for one $c$ and about $19\%$ for $c=s/d$ branch by branch, in each case a few per cent more with polarisation mixing.

Numerical values quoted here were computed with a short program.
